# Charge-Conjugation Rule and the Two-Photon Decay of Singlet Positronium

## Annihilation of positronium

Suppose one estimates the lifetime of ground-state positronium as the inverse of a decay rate, taken to be the spin-averaged rate of two-photon annihilation of a slow pair per unit density times the electron density at the positron. The result, about 500 ps, is wrong for every spin state. The singlet decays four times faster, and the three triplet states do not decay into two photons at all. The average hides a selection rule: a state with orbital angular momentum \(L\) and total spin \(S\) can annihilate into \(n\) photons only if

\[
(-1)^{L+S}=(-1)^n . \tag{1}
\]

The rule holds for electromagnetic annihilation without an external field. It is a necessary condition, and other conservation laws may forbid what it permits. We prove it first and then calculate the singlet rate to leading order in the fine-structure constant \(\alpha\).

The photons carry energies near \(mc^2\), so the annihilation amplitude is written with \(\hbar=c=1\) and \(e^2=4\pi\alpha\), where \(m\) is the electron mass. The bound state and the final rate are given in Hartree atomic units, in which \(c=1/\alpha\). The metric is \((+,-,-,-)\), and \(\not a=\gamma^\mu a_\mu\).

### Charge parity of photons

In the Dirac representation take \(C=i\gamma^2\gamma^0\). This matrix is real, with \(C^T=C^{-1}=-C\). The matrices \(\gamma^0,\gamma^2\) are symmetric and anticommute with \(C\); \(\gamma^1,\gamma^3\) are antisymmetric and commute with it. In all four cases

\[
C\gamma^{\mu T}C^{-1}=-\gamma^\mu . \tag{2}
\]

Charge conjugation \(\mathcal C\) replaces the field \(\psi\) by \(\psi^c=C\bar\psi^T\), whose adjoint is \(\bar\psi^c=-\psi^TC^{-1}\). With (2) in the form \(C^{-1}\gamma^\mu C=-\gamma^{\mu T}\), the current becomes

\[
\bar\psi^c\gamma^\mu\psi^c=-\psi^TC^{-1}\gamma^\mu C\bar\psi^T
=\psi^T\gamma^{\mu T}\bar\psi^T=-\bar\psi\gamma^\mu\psi . \tag{3}
\]

The last sign comes from interchanging two fermion fields; the constant left by their anticommutator is removed by normal ordering. The mass term has no \(\gamma^\mu\), hence one sign fewer, and is unchanged. In the kinetic term the derivative ends up on \(\bar\psi\), and an integration by parts supplies the compensating sign. The free Dirac action is therefore invariant.

The interaction \(j^\mu A_\mu\) is invariant if \(A_\mu\) changes sign along with \(j^\mu\). The free photon action is quadratic in \(A_\mu\) and allows this. Each photon creation operator then changes sign, and with an even vacuum

\[
\mathcal C|n\gamma\rangle=(-1)^n|n\gamma\rangle , \tag{4}
\]

whatever the momenta and polarizations.

### Charge parity of the pair

Let \(b^\dagger(\mathbf p,s)\) create an electron and \(d^\dagger(\mathbf p,s)\) a positron. We choose positron spinors \(v=C\bar u^T\), which also implies \(u=C\bar v^T\). The label \(s\) then has the same meaning for both particles. The field contains \(bu\,e^{-ip\cdot x}\) and \(d^\dagger v\,e^{ip\cdot x}\); forming \(C\bar\psi^T\) turns these terms into \(du\,e^{-ip\cdot x}\) and \(b^\dagger v\,e^{ip\cdot x}\). Thus \(\mathcal C\) exchanges \(b^\dagger\) and \(d^\dagger\). A phase in the definition of \(\psi^c\) would multiply the two operators by opposite phases and cancel in a pair.

In the centre-of-mass frame, a pair with wave function \(\phi(\mathbf p)\) and spin matrix \(X_{ss'}\) is

\[
|\Psi\rangle=\sum_{\mathbf p,s,s'}\phi(\mathbf p)X_{ss'}\,
b^\dagger(\mathbf p,s)d^\dagger(-\mathbf p,s')|0\rangle . \tag{5}
\]

Exchange the species, restore the operator order, and rename \(\mathbf p\to-\mathbf p\), \(s\leftrightarrow s'\):

\[
\begin{aligned}
\mathcal C|\Psi\rangle
&=\sum\phi(\mathbf p)X_{ss'}\,d^\dagger(\mathbf p,s)b^\dagger(-\mathbf p,s')|0\rangle\\
&=-\sum\phi(\mathbf p)X_{ss'}\,b^\dagger(-\mathbf p,s')d^\dagger(\mathbf p,s)|0\rangle\\
&=-\sum\phi(-\mathbf p)X_{s's}\,b^\dagger(\mathbf p,s)d^\dagger(-\mathbf p,s')|0\rangle .
\end{aligned}\tag{6}
\]

A wave function of orbital angular momentum \(L\) obeys \(\phi(-\mathbf p)=(-1)^L\phi(\mathbf p)\). The singlet spin matrix is antisymmetric and the triplet matrices are symmetric, so \(X_{s's}=(-1)^{S+1}X_{ss'}\). The three signs combine to

\[
\mathcal C|\Psi\rangle=-(-1)^L(-1)^{S+1}|\Psi\rangle=(-1)^{L+S}|\Psi\rangle . \tag{7}
\]

Coupling \(L\) and \(S\) to a total angular momentum superposes terms with the same \(L\) and \(S\), and so leaves the result unchanged.

Since the action is invariant, \(\mathcal C\) commutes with the scattering operator \(\hat S\). For initial and final charge parities \(C_i\) and \(C_f\),

\[
\langle f|\hat S|i\rangle=\langle f|\mathcal C^{-1}\hat S\,\mathcal C|i\rangle
=C_fC_i\langle f|\hat S|i\rangle . \tag{8}
\]

The amplitude vanishes unless \(C_f=C_i\). With (4) and (7) this is the rule (1).

The ground-state singlet, \(L=S=0\), has even charge parity and may decay into two photons. The ground-state triplet, \(L=0,\ S=1\), has odd charge parity. The rule alone would permit one photon, but a single real photon cannot have zero momentum and finite energy, so the triplet needs at least three.

An external magnetic field \(B\) along \(z\) shows how the rule can fail. The electron and positron have opposite magnetic moments, so the field couples to \(\sigma_{1z}-\sigma_{2z}\), and

\[
(\sigma_{1z}-\sigma_{2z})\frac{|\uparrow\downarrow\rangle-|\downarrow\uparrow\rangle}{\sqrt2}
=2\,\frac{|\uparrow\downarrow\rangle+|\downarrow\uparrow\rangle}{\sqrt2}. \tag{9}
\]

The field mixes the singlet with one triplet state, which thereby acquires a two-photon decay. A fixed external field is not reversed by \(\mathcal C\) acting on the pair, so the premise of (8) is lost. The weak interaction, which does not respect charge conjugation, is also outside the proof.

### The rule in the Feynman diagrams

The same rule can be seen in the tree amplitude without using operators. Let \(\Gamma\) be the sum of the vertex and propagator chains over all orderings of the \(n\) photons. Write \(u_1,v_1\) for spinors with labels \((\mathbf p,s)\) and \(u_2,v_2\) for those with \((-\mathbf p,s')\). Inserting \(u_1=C\bar v_1^T\) and \(\bar v_2=-u_2^TC^{-1}\), and transposing the resulting number, gives

\[
\bar v_2\Gamma u_1=-u_2^TC^{-1}\Gamma C\bar v_1^T
=-\bar v_1\,C\Gamma^TC^{-1}u_2 . \tag{10}
\]

The two signs from \(C^T=-C\) and its inverse cancel. Transposition reverses each chain. By (2), every vertex contributes \(-1\), and every propagator numerator \(\not q+m\) becomes \(-\not q+m\). The momentum \(-q\) is the one carried by the line when it is followed from the other end, so the result is again a diagram in the sum. With \(M_{ss'}(\mathbf p)=\bar v_2\Gamma u_1\), we have \(M_{ss'}(\mathbf p)=-(-1)^nM_{s's}(-\mathbf p)\). Contracting with \(X_{ss'}\) yields

\[
A_S(\mathbf p)=(-1)^{n+S}A_S(-\mathbf p). \tag{11}
\]

Even amplitudes contain even \(L\), and odd amplitudes odd \(L\), which is again (1). Nothing here requires slow particles. At \(|\mathbf p|=0.616\,mc\), with one arbitrary choice of the direction of \(\mathbf p\), the photon directions and polarizations, and the triplet combination (the nonzero values depend on this choice, the zeros do not), the explicit sum of diagrams for two photons gives a singlet amplitude with even part 2.403 and vanishing odd part, and a triplet amplitude with odd part 0.605 and vanishing even part. For three photons the pattern is reversed, and for four it returns. The numerical output lists these values, in units \(\hbar=c=m=1\) and without the factor \(e^n\).

### Two photons from a pair at rest

For a slow pair set \(p_1=p_2=(m,\mathbf 0)\). The photons have momenta \(k_1=m(1,\mathbf n)\) and \(k_2=m(1,-\mathbf n)\), with real transverse polarization vectors \(\boldsymbol\epsilon_1,\boldsymbol\epsilon_2\) and \(\epsilon^0=0\). Up to an overall phase,

\[
M=e^2\bar v\left[
\not\epsilon_2\frac{\not p_1-\not k_1+m}{(p_1-k_1)^2-m^2}\not\epsilon_1
+\not\epsilon_1\frac{\not p_1-\not k_2+m}{(p_1-k_2)^2-m^2}\not\epsilon_2
\right]u . \tag{12}
\]

Both denominators equal \(-2p_1\cdot k_i=-2m^2\). The terms with \(\not p_1+m\) vanish because

\[
(\not p_1+m)\not\epsilon_iu
=\left[2p_1\cdot\epsilon_i-\not\epsilon_i(\not p_1-m)\right]u=0 : \tag{13}
\]

the polarization has no time component, and \(u\) satisfies the Dirac equation. The two remaining minus signs cancel, leaving

\[
M=\frac{e^2}{2m^2}\,\bar v\left[\not\epsilon_2\not k_1\not\epsilon_1
+\not\epsilon_1\not k_2\not\epsilon_2\right]u . \tag{14}
\]

Now insert \(\not k_1=m(\gamma^0-\boldsymbol\gamma\cdot\mathbf n)\) and \(\not k_2=m(\gamma^0+\boldsymbol\gamma\cdot\mathbf n)\). Since \(\gamma^0\) anticommutes with \(\not\epsilon_i\), its part is

\[
m(\not\epsilon_2\gamma^0\not\epsilon_1+\not\epsilon_1\gamma^0\not\epsilon_2)
=-m\gamma^0\{\not\epsilon_1,\not\epsilon_2\}
=2m\,\boldsymbol\epsilon_1\cdot\boldsymbol\epsilon_2\,\gamma^0 . \tag{15}
\]

Between the spinors this gives \(\bar v\gamma^0u=v^\dagger u\). At rest \(u\) has upper components and \(v\) lower ones, so the product is zero.

For the spatial part use \(\not\epsilon_i=-\boldsymbol\gamma\cdot\boldsymbol\epsilon_i\) and write \(\gamma^j=J\otimes\sigma^j\), where \(J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}\) and \(J^3=-J\). The bracket in (14) becomes

\[
mJ\otimes\left[
(\boldsymbol\sigma\cdot\boldsymbol\epsilon_2)(\boldsymbol\sigma\cdot\mathbf n)(\boldsymbol\sigma\cdot\boldsymbol\epsilon_1)
-(\boldsymbol\sigma\cdot\boldsymbol\epsilon_1)(\boldsymbol\sigma\cdot\mathbf n)(\boldsymbol\sigma\cdot\boldsymbol\epsilon_2)
\right]. \tag{16}
\]

The product of three Pauli factors is

\[
\begin{aligned}
(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)(\boldsymbol\sigma\cdot\mathbf c)
={}&i\,\mathbf a\cdot(\mathbf b\times\mathbf c)\\
&+\boldsymbol\sigma\cdot[\mathbf a(\mathbf b\cdot\mathbf c)-\mathbf b(\mathbf a\cdot\mathbf c)+\mathbf c(\mathbf a\cdot\mathbf b)] .
\end{aligned}\tag{17}
\]

The vector part is symmetric under \(\mathbf a\leftrightarrow\mathbf c\) and cancels in the difference; the triple product doubles. With \(T=\mathbf n\cdot(\boldsymbol\epsilon_1\times\boldsymbol\epsilon_2)\), expression (16) equals \(2imTJ\).

Normalize the spinors to \(2m\) at rest: \(u=\sqrt{2m}(\xi,0)^T\), \(v=\sqrt{2m}(0,\eta)^T\). Then \(\bar v=\sqrt{2m}(0,-\eta^\dagger)\) and \(Ju=\sqrt{2m}(0,-\xi)^T\), so \(\bar vJu=2m\,\eta^\dagger\xi\). Therefore

\[
M=\frac{e^2}{2m^2}(2imT)(2m\,\eta^\dagger\xi)=2ie^2T\,\eta^\dagger\xi . \tag{18}
\]

The convention \(v=C\bar u^T=i\gamma^2u^*\) gives \(\eta_\uparrow=\chi_\downarrow\) and \(\eta_\downarrow=-\chi_\uparrow\), where \(\chi_s\) are the electron spin vectors. Hence \(\eta^\dagger\xi=-1\) for electron up and positron down, \(+1\) for electron down and positron up, and zero for parallel spins. The two triplet states with parallel spins give zero at once; in the third the two contributions cancel. In the singlet \((|\uparrow\downarrow\rangle-|\downarrow\uparrow\rangle)/\sqrt2\) they add to \(-\sqrt2\), and

\[
|M_{\rm singlet}|=2\sqrt2\,e^2|T| . \tag{19}
\]

The factor \(|T|\) is the sine of the angle between the linear polarizations. Parallel polarizations are forbidden and perpendicular ones are favoured. The computed \(|M|/e^2\) is 0, 1.414 and 2.828 at 0, 30 and 90 degrees, as (19) requires. If the same two perpendicular polarization vectors serve as the basis for both photons, two of the four combinations have \(|T|=1\) and two have \(T=0\). Thus

\[
\sum_{\rm pol}|M_{\rm singlet}|^2=2\times8e^4=16e^4 . \tag{20}
\]

### From the amplitude to the collision rate

Let \(\sigma v\) be the annihilation cross section times relative velocity, in the limit of a slow pair without Coulomb attraction. The spinor normalization supplies \(1/(2m)^2\), and a factor \(1/2\) prevents double counting of identical photons. Momentum conservation removes one photon integral. The remaining phase-space factor is

\[
\Phi=\int\frac{k^2dk\,d\Omega}{(2\pi)^3(2k)^2}\,2\pi\,\delta(2m-2k)
=\frac{4\pi}{16\pi^2}\cdot\frac12=\frac1{8\pi}. \tag{21}
\]

The last \(1/2\) comes from the argument \(2k\) of the delta function. Since (20) is independent of direction,

\[
(\sigma v)_{\rm singlet}
=\frac1{4m^2}\cdot\frac12\cdot\frac{16e^4}{8\pi}
=\frac{e^4}{4\pi m^2}=\frac{4\pi\alpha^2}{m^2}. \tag{22}
\]

For unpolarized particles one spin state in four contributes, and the average is \(\pi\alpha^2/m^2\). This is the quantity behind the false estimate at the start. Without Coulomb attraction, this finite limit of \(\sigma v\) means that the cross section grows as \(1/v\) at low speed, while the reaction rate at a given density stays constant. In a real slow pair the attraction raises the density at contact, and the rate with it. For relative speeds below about \(\alpha c\) the enhancement grows as \(2\pi\alpha c/v\), so the rate is then no longer constant.

With \(\hbar\) and \(c\) restored, (22) is \(4\pi\alpha^2\hbar^2/(m^2c)\), or \(4\pi\alpha^3\) in atomic units. Its value is \(4.883\times10^{-6}\) \(a_0^3\) per atomic unit of time, where \(a_0\) is the Bohr radius.

### The bound pair

In the bound state the free-pair amplitudes are superposed with the momentum wave function \(\tilde\psi(\mathbf p)\). Dividing by the spinor normalization \(2E\), with \(E=\sqrt{m^2+p^2}\), gives

\[
M_B=\int\frac{d^3p}{(2\pi)^3}\,\tilde\psi(\mathbf p)\frac{M(\mathbf p)}{2E}
\simeq\frac{M(0)}{2m}\int\frac{d^3p}{(2\pi)^3}\tilde\psi(\mathbf p)
=\frac{M(0)}{2m}\psi(0). \tag{23}
\]

Squaring and applying the same photon phase space gives

\[
\Gamma=|\psi(0)|^2(\sigma v)_{\rm singlet}. \tag{24}
\]

Annihilation thus measures the probability density for the particles to meet. The replacement in (23) is justified at typical bound-state momenta, which are of order \(\alpha m\). At \(p=\alpha m\), the direction-averaged \(M/(2E)\) differs from its value at rest by a relative amount of only \(-3.55\times10^{-5}\), and tests at \(p=0.05\,m\) and \(0.1\,m\) confirm a quadratic dependence on \(p\) in that range; toward \(p=m\) the change grows more slowly than \(p^2\).

The high-momentum tail is a stronger limitation. The ground state is proportional to \(e^{-\kappa r}\) with \(\kappa=\alpha m/2\), as shown below, and its transform to \((p^2+\kappa^2)^{-2}\). The fraction of \(\psi(0)\) arising from \(p>m\) is

\[
\frac{\int_m^\infty p^2dp/(p^2+\kappa^2)^2}
{\int_0^\infty p^2dp/(p^2+\kappa^2)^2}
\simeq\frac{1/m}{\pi/(4\kappa)}=\frac{2\alpha}{\pi}. \tag{25}
\]

Numerically this is 0.465 percent. In that region neither the nonrelativistic wave function nor the constant amplitude can be trusted. Corrections to (24) must therefore be expected at relative order \(\alpha\), the order at which an additional virtual photon also enters. Equation (25) gives their scale, not their coefficient or sign. Momenta between \(\kappa\) and \(m\) contribute at the same order: there the change of the amplitude, which grows as \(p^2\), offsets the \(1/p^2\) fall of the integrand in (25).

### Contact density and lifetime

Two particles of equal mass have reduced mass \(1/2\) in atomic units. The relative motion obeys

\[
-\nabla^2\psi-\frac1r\psi=\mathcal E\psi . \tag{26}
\]

For \(\psi=Ne^{-\kappa r}\), the Laplacian gives \(\nabla^2\psi=(\kappa^2-2\kappa/r)\psi\). The \(1/r\) terms cancel if \(2\kappa=1\), leaving \(\mathcal E=-\kappa^2=-1/4\) hartree. In these units the momentum \(mc\) is \(1/\alpha\), so \(\kappa=1/2\) is the \(\alpha m/2\) used in (25). Normalization requires

\[
1=4\pi N^2\int_0^\infty r^2e^{-r}dr=8\pi N^2,
\qquad |\psi(0)|^2=\frac1{8\pi}. \tag{27}
\]

This equals \(0.03979\,a_0^{-3}\); diagonalizing the radial Hamiltonian gives the same value to this accuracy. Equations (22), (24) and (27) now yield

\[
\Gamma=4\pi\alpha^3\cdot\frac1{8\pi}=\frac{\alpha^3}{2}
\quad\text{(atomic units)},\qquad
\Gamma=\frac{\alpha^5mc^2}{2\hbar}. \tag{28}
\]

The second form follows because the atomic unit of rate is \(\alpha^2mc^2/\hbar\). Of the five powers of \(\alpha\), two come from the squared two-photon amplitude and three from the density, since the size of the atom scales as \(1/(\alpha m)\).

The arithmetic is short:

\[
\Gamma=(4.883\times10^{-6})(0.03979)=1.943\times10^{-7}
\quad\text{per atomic unit of time}. \tag{29}
\]

This is \(8.03\times10^9\ {\rm s}^{-1}\), and the lifetime is \(\tau=1/\Gamma=124.5\) ps. The third digit of this lifetime is not fixed by the leading-order formula: a relative correction of size \(\alpha\) would amount to 0.9 ps.

The width \(\hbar\Gamma\) is \(7.8\times10^{-7}\) of the binding energy. The level is therefore sharp: the lifetime is more than a million times \(\hbar\) divided by the binding energy, so the stationary wave function used in (24) is meaningful.

The excited 2S singlet provides a second case. Its wave function is \(\psi=N(1-r/4)e^{-r/4}\), which satisfies (26) with \(\mathcal E=-1/16\). Substituting \(x=r/2\),

\[
\frac1{N^2}=32\pi\int_0^\infty x^2\left(1-\frac x2\right)^2e^{-x}dx
=32\pi(2-6+6)=64\pi . \tag{30}
\]

The contact density is eight times smaller than in (27), and so is the annihilation rate. For \(L\ge1\) the wave function vanishes at the origin, and (24) gives zero even where (1) permits two photons. Where such a decay occurs, it depends on the momentum variation of the amplitude that (23) neglects. For the state with \(L=S=1\) and total angular momentum one it does not occur, although (1) permits it, for the reason given at the end.

For the ground-state triplet, three photons require one more factor of \(e\) in the amplitude. Its rate is therefore at most of order \(\alpha^6mc^2/\hbar\), one power of \(\alpha\) beyond (28). The leading coefficient, not derived here, is small, about 0.06, so the two rates differ by a factor near 1100 and not by \(1/\alpha\). Two states with the same leading-order spatial wave function thus become a fast-decaying singlet and a much longer-lived triplet. Charge conjugation forbids the triplet's two-photon decay, but it is not the only obstacle: rotational invariance and the exchange symmetry of the photons also forbid a state of total angular momentum one to decay into two photons.

## Table of computed values

```
C parity from Fock space (dimensionless):
  L=0 S=0: C = +1
  L=0 S=1: C = -1
  L=1 S=0: C = -1
  L=1 S=1: C = +1
Test momentum |p| = 0.6164 m c
Amplitude parts, even L and odd L (hbar=c=m=1, e^n removed):
  n=2 S=0: even 2.40324, odd 0.00000
  n=2 S=1: even 0.00000, odd 0.60522
  n=3 S=0: even 0.00000, odd 4.65539
  n=3 S=1: even 0.36238, odd 0.00000
  n=4 S=0: even 2.62218, odd 0.00000
  n=4 S=1: even 0.00000, odd 1.87635
Singlet at rest, two photons, |M|/e^2 against polarization angle:
  0 degrees: 0.00000
  30 degrees: 1.41421
  90 degrees: 2.82843
Polarization sum of |M|^2/e^4, singlet: 16.00000
sigma*v, singlet: 4.88322e-06 a0^3/atomic time
Ground-state energy, numerical: -0.25000 hartree
|psi(0)|^2, numerical: 0.039788 a0^-3
|psi(0)|^2, 1/(8 pi): 0.039789 a0^-3
Relative amplitude change at p = alpha m c: -3.55e-05
Part of psi(0) from p > m c: 0.465 percent
alpha: 0.007297353 (dimensionless)
Rate, numerical: 1.94294e-07 per atomic time
Rate, alpha^3/2: 1.94297e-07 per atomic time
Rate, alpha^5 m c^2/(2 hbar): 8.03250e+09 s^-1
Lifetime, leading order: 124.49 ps
Scale of omitted terms, alpha*lifetime: 0.91 ps
hbar*rate / binding energy: 7.77e-07
```
